**Cross-property bounds from a common Bergman measure**

The program tests bounds on the effective thermal conductivity of a two-phase composite with porosity $p$ and a known effective permittivity. The symbols $h_e$ and $h_k$ are the pore-to-matrix ratios of permittivity and thermal conductivity, and $y$ is the transformed effective property. Direct field solutions on eight periodic voxel composites are asserted to agree with the spectral formula and to lie within both the directional and the trace-averaged bounds. Linear programs over the spectral measure itself reproduce the bounds, with a largest difference of $1.8\times10^{-8}$ in the normalized property. Further assertions cover the collapse of the interval for singly coated spheres and the position of two doubly coated sphere assemblages inside it. For the example film, the permittivity reading lowers the isotropic upper bound from 0.650 to 0.485 W/(m K), while the lower bound stays close to zero. The two doubly coated assemblages share the same porosity and permittivity but have conductivities of 0.431 and 0.0046 W/(m K). The output also gives the effects of input errors, pore gas, wall scattering, contacts, adsorbed water and temperature.

## Numerical check

```python
"""
Result under test: for a two-phase composite, porosity p plus a measured
permittivity bound the thermal conductivity more tightly than p alone.
Symbols: matrix = phase 1, pores = phase 2, q = 1 - p,
  h = sigma2/sigma1 (contrast), f = sigma_effective/sigma1, s = 1/(1-h),
  1 - f = integral dmu(u)/(s-u), mu a positive measure on [0,1],
  y = -p - q h + p q (1-h)^2 / (q + p h - f).
Single direction, no isotropy: y_k lies between y_e and y_e*h_k/h_e.
Isotropic (or one third of the trace): y/2 is an average of the functions
  h/(w+(1-w)h), 0<=w<=1, which gives a chord bound and a curve bound.
Suffix e = electric, k = thermal.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, linprog


def y_from_f(f, p, h):
    q = 1 - p
    return -p - q * h + p * q * (1 - h) ** 2 / (q + p * h - f)


def f_from_y(y, p, h):
    q = 1 - p
    return q + p * h - p * q * (1 - h) ** 2 / (p + q * h + y)


def isotropic_y_halves(f_e, p, h_e, h_k):
    x = y_from_f(f_e, p, h_e) / 2
    chord = 1 - (1 - x) * (1 - h_k) / (1 - h_e)
    a = x * h_k * (1 - h_e)
    curve = a / (a + (1 - x) * h_e * (1 - h_k))
    return curve, chord


def isotropic_bounds(f_e, p, h_e, h_k):
    return sorted(f_from_y(2 * g, p, h_k)
                  for g in isotropic_y_halves(f_e, p, h_e, h_k))


def direction_bounds(f_e, p, h_e, h_k):
    y_e = y_from_f(f_e, p, h_e)
    return sorted(f_from_y(y, p, h_k) for y in (y_e, y_e * h_k / h_e))


def hashin_shtrikman(p, h):
    return f_from_y(2 * h, p, h), f_from_y(2.0, p, h)


def wiener(p, h):
    return h / ((1 - p) * h + p), 1 - p + p * h


# ---- Test 1: periodic voxel composites, fields solved directly ----
side = 5
n = side ** 3
cells = np.array(list(np.ndindex(side, side, side)))
waves = (cells + side // 2) % side - side // 2
phase = np.exp(2j * np.pi * cells @ waves.T / side) / np.sqrt(n)
k2 = np.sum(waves ** 2, axis=1).astype(float)
k2[k2 == 0] = 1.0
gamma = np.zeros((3 * n, 3 * n))
for i in range(3):
    for j in range(3):
        block = (phase * (waves[:, i] * waves[:, j] / k2)) @ phase.conj().T
        assert np.max(np.abs(block.imag)) < 1e-12
        gamma[i * n:(i + 1) * n, j * n:(j + 1) * n] = block.real
assert np.max(np.abs(gamma @ gamma - gamma)) < 1e-12
unit_fields = np.kron(np.eye(3), np.ones((n, 1)))


def solve_fields(pore, h):
    """Diagonal of the effective tensor from the divergence-free flux."""
    sigma = np.tile(np.where(pore, h, 1.0), 3)
    system = gamma @ (sigma[:, None] * gamma) + np.eye(3 * n) - gamma
    a = np.linalg.solve(system, -gamma @ (sigma[:, None] * unit_fields))
    field = unit_fields + gamma @ a
    return np.diag(unit_fields.T @ (sigma[:, None] * field)) / n


rng = np.random.default_rng(7)
spectral_error = 0.0
moment_error = 0.0
voxel_count = 0
narrowing = []
for target in (0.15, 0.25, 0.35, 0.4, 0.5, 0.6, 0.7, 0.8):
    pore = np.zeros(n, dtype=bool)
    pore[rng.permutation(n)[:int(round(target * n))]] = True
    p = pore.mean()
    index = np.flatnonzero(np.tile(pore, 3))
    u, vectors = np.linalg.eigh(gamma[np.ix_(index, index)])
    weights = (vectors.T @ unit_fields[index]) ** 2 / n
    assert u.min() > -1e-10 and u.max() < 1 + 1e-10
    assert np.allclose(weights.sum(axis=0), p, atol=1e-11)
    mean_weight = weights.mean(axis=1)
    moment_error = max(moment_error,
                       abs(mean_weight @ u - p * (1 - p) / 3))
    for h_a, h_b in ((0.25, 0.001), (0.02, 0.3)):
        fa, fb = solve_fields(pore, h_a), solve_fields(pore, h_b)
        for h, f in ((h_a, fa), (h_b, fb)):
            from_measure = 1 - (1 / (1 / (1 - h) - u)) @ weights
            spectral_error = max(spectral_error,
                                 np.max(np.abs(from_measure - f)))
        lo, hi = isotropic_bounds(fa.mean(), p, h_a, h_b)
        hs_lo, hs_hi = hashin_shtrikman(p, h_b)
        assert lo - 1e-9 <= fb.mean() <= hi + 1e-9
        assert hs_lo < lo and hi < hs_hi
        narrowing.append((hi - lo) / (hs_hi - hs_lo))
        for axis in range(3):
            lo, hi = direction_bounds(fa[axis], p, h_a, h_b)
            w_lo, w_hi = wiener(p, h_b)
            assert lo - 1e-9 <= fb[axis] <= hi + 1e-9
            assert w_lo < lo and hi < w_hi
    for h in (0.3 + 0.2j, -0.5 + 0.1j, -3 + 1j, 2 + 4j):
        f = 1 - np.sum(mean_weight / (1 / (1 - h) - u))
        assert y_from_f(f, p, h).imag > 0
    voxel_count += 1
assert spectral_error < 1e-8 and moment_error < 1e-11


# ---- Layered spheres from continuity of potential and normal flux ----
def layered_sphere(layers):
    """layers: (property, volume fraction), from the centre outwards."""
    a, b, volume = 1.0, 0.0, 0.0
    for number, (sigma, fraction) in enumerate(layers):
        if number:
            a = (2 * potential + flux / sigma) / 3
            b = volume * (potential - flux / sigma) / 3
        volume += fraction
        potential = a + b / volume
        flux = sigma * (a - 2 * b / volume)
    return flux / potential


# ---- Example inputs: rough round values, nanoporous silica regime ----
T = 300.0
eps1, eps2, kappa1 = 4.0, 1.0, 1.3
p, eps_film = 0.40, 2.45
q = 1 - p
pore_size, thickness = 3e-9, 200e-9
kappa_air, molecule, slip = 0.026, 0.37e-9, 1.5
free_path = const.k * T / (np.sqrt(2) * np.pi * molecule ** 2 * const.atm)
knudsen = free_path / pore_size
kappa2 = kappa_air / (1 + 2 * slip * knudsen)
h_e, h_k, f_e = eps2 / eps1, kappa2 / kappa1, eps_film / eps1
y_e = y_from_f(f_e, p, h_e)
x = y_e / 2
w_atom = (1 / x - 1) / (1 / h_e - 1)
curve, chord = isotropic_y_halves(f_e, p, h_e, h_k)
iso = np.array(isotropic_bounds(f_e, p, h_e, h_k)) * kappa1
direc = np.array(direction_bounds(f_e, p, h_e, h_k)) * kappa1
hs = np.array(hashin_shtrikman(p, h_k)) * kappa1
wi = np.array(wiener(p, h_k)) * kappa1
hs_eps = np.array(hashin_shtrikman(p, h_e)) * eps1
assert hs_eps[0] < eps_film < hs_eps[1]
assert hs[0] < iso[0] < iso[1] < hs[1]
assert wi[0] < direc[0] < direc[1] < wi[1]

# ---- Test 2: optimize over the measure mu itself ----
u_grid = np.linspace(0, 0.999, 4001)


def program_range(contrast, reading, isotropic):
    rows, values = [np.ones_like(u_grid)], [p]
    if isotropic:
        rows.append(u_grid)
        values.append(p * q / 3)
    if reading is not None:
        rows.append(1 / (1 / (1 - h_e) - u_grid))
        values.append(1 - reading)
    objective = 1 / (1 / (1 - contrast) - u_grid)
    ends = []
    for sign in (-1, 1):
        answer = linprog(sign * objective, A_ub=[1 / (1 - u_grid)],
                         b_ub=[1.0], A_eq=np.array(rows), b_eq=values,
                         bounds=(0, None), method="highs")
        assert answer.success, answer.message
        ends.append(1 - objective @ answer.x)
    return np.array(ends)


lp_iso = program_range(h_k, f_e, True)
lp_dir = program_range(h_k, f_e, False)
lp_hs = program_range(h_k, None, True)
lp_wi = program_range(h_k, None, False)
lp_zero = program_range(0.0, f_e, True)
zero_bounds = np.array(isotropic_bounds(f_e, p, h_e, 0.0))
lp_error = 0.0
for found, formula in ((lp_iso, iso / kappa1), (lp_dir, direc / kappa1),
                       (lp_hs, hs / kappa1), (lp_wi, wi / kappa1),
                       (lp_zero, zero_bounds)):
    lp_error = max(lp_error, np.max(np.abs(found - formula)))
# grid spacing and solver feasibility limit the agreement
assert lp_error < 5e-5, lp_error

# ---- Test 3: collapse for singly coated spheres ----
for order in ("matrix outside", "pore outside"):
    def single(s1, s2):
        if order == "matrix outside":
            return layered_sphere([(s2, p), (s1, q)])
        return layered_sphere([(s1, q), (s2, p)])
    lo, hi = isotropic_bounds(single(1, h_e), p, h_e, h_k)
    assert abs(lo - single(1, h_k)) < 1e-8
    assert abs(hi - single(1, h_k)) < 1e-8


# ---- Test 4: two geometries with equal porosity and permittivity ----
def matrix_outside(core, s1, s2):
    return layered_sphere([(s1, core), (s2, p), (s1, q - core)])


def pore_outside(core, s1, s2):
    return layered_sphere([(s2, core), (s1, q), (s2, p - core)])


tiny = 1e-9
core_m = brentq(lambda c: matrix_outside(c, eps1, eps2) - eps_film,
                tiny, q - tiny, xtol=1e-14)
core_p = brentq(lambda c: pore_outside(c, eps1, eps2) - eps_film,
                tiny, p - tiny, xtol=1e-14)
kappa_m = matrix_outside(core_m, kappa1, kappa2)
kappa_p = pore_outside(core_p, kappa1, kappa2)
for value in (kappa_m, kappa_p):
    assert iso[0] - 1e-9 <= value <= iso[1] + 1e-9

# ---- Sizes of input errors and neglected effects ----
d_eps, d_p = 0.02, 0.01
scan = [isotropic_bounds(e / eps1, pp, h_e, h_k)[1] * kappa1
        for e in np.linspace(eps_film - d_eps, eps_film + d_eps, 21)
        for pp in np.linspace(p - d_p, p + d_p, 21)]
air_bounds = np.array(isotropic_bounds(f_e, p, h_e,
                                       kappa_air / kappa1)) * kappa1
kappa_radiation = 4 * const.sigma * T ** 3 * pore_size
heat_capacity, sound_speed = 1.6e6, 4100.0
phonon_path = 3 * kappa1 / (heat_capacity * sound_speed)
wall = pore_size * q / p
kappa1_wall = kappa1 / (1 + phonon_path / wall)
wall_bounds = np.array(isotropic_bounds(
    f_e, p, h_e, kappa2 / kappa1_wall)) * kappa1_wall
contact = 1e-8
contact_share = 2 * contact * iso[1] / thickness
water, eps_water = 0.01, 80.0
eps_rise = (3 * water * eps_film * (eps_water - eps_film)
            / (eps_water + 2 * eps_film))
dry_upper = isotropic_bounds((eps_film - eps_rise) / eps1,
                             p, h_e, h_k)[1] * kappa1
kappa1_hot = 1.1 * kappa1
hot_upper = isotropic_bounds(f_e, p, h_e,
                             kappa2 / kappa1_hot)[1] * kappa1_hot
assert kappa_radiation < kappa2
assert wall_bounds[1] < iso[1] and dry_upper < iso[1]

K = "W/(m K)"
print(f"voxel composites tested: {voxel_count}, voxels each: {n}")
print(f"largest field-versus-spectrum difference in f: {spectral_error:.1e}")
print(f"voxel interval / Hashin-Shtrikman interval, range: "
      f"{min(narrowing):.3f} to {max(narrowing):.3f}")
print(f"largest linear-program-versus-formula difference: {lp_error:.1e}")
print(f"inputs: eps1 {eps1}, eps2 {eps2}, film eps {eps_film}, p {p}")
print(f"matrix conductivity: {kappa1} {K}; temperature: {T:.0f} K")
print(f"pore size: {pore_size*1e9:.1f} nm; film: {thickness*1e9:.0f} nm")
print(f"bulk air conductivity (rough): {kappa_air} {K}")
print(f"gas molecule diameter (rough): {molecule*1e9:.2f} nm; "
      f"slip factor: {slip}")
print(f"gas mean free path: {free_path*1e9:.1f} nm; Knudsen: {knudsen:.1f}")
print(f"pore conductivity kappa2: {kappa2:.3e} {K}")
print(f"contrasts: h_e {h_e:.4f}, h_k {h_k:.3e}")
print(f"f_e: {f_e:.4f}; y_e: {y_e:.4f}; x=y_e/2: {x:.4f}")
print(f"atom w of the curve bound: {w_atom:.4f}")
print(f"y_k/2: curve {curve:.3e}, chord {chord:.4f}")
print(f"permittivity window at this p: {hs_eps[0]:.4f} to {hs_eps[1]:.4f}")
print(f"Wiener, p alone: {wi[0]:.5f} to {wi[1]:.4f} {K}")
print(f"direction, p and eps: {direc[0]:.5f} to {direc[1]:.4f} {K}")
print(f"Hashin-Shtrikman, p and isotropy: {hs[0]:.5f} to {hs[1]:.4f} {K}")
print(f"isotropic, p and eps: {iso[0]:.5f} to {iso[1]:.4f} {K}")
print(f"upper bound lowered: direction {100*(1-direc[1]/wi[1]):.1f} %, "
      f"isotropic {100*(1-iso[1]/hs[1]):.1f} %")
print(f"interval width lowered, isotropic: "
      f"{100*(1-(iso[1]-iso[0])/(hs[1]-hs[0])):.1f} %")
print(f"f bounds at h_k=0: {zero_bounds[0]:.4f} to {zero_bounds[1]:.4f}")
print(f"matrix-outside spheres: core fraction {core_m:.4f}, "
      f"kappa {kappa_m:.4f} {K}")
print(f"pore-outside spheres: core fraction {core_p:.4f}, "
      f"kappa {kappa_p:.5f} {K}")
print(f"input errors: eps +/- {d_eps}, p +/- {d_p}")
print(f"upper bound over input errors: {min(scan):.4f} "
      f"to {max(scan):.4f} {K}")
print(f"bounds with bulk air in pores: {air_bounds[0]:.4f} "
      f"to {air_bounds[1]:.4f} {K}")
print(f"far-field radiation across pore: {kappa_radiation:.2e} {K}")
print(f"radiation gain needed to reach bulk air: "
      f"{kappa_air/kappa_radiation:.2e}")
print(f"rough matrix heat capacity: {heat_capacity:.1e} J/(m3 K); "
      f"sound speed: {sound_speed:.0f} m/s")
print(f"phonon path: {phonon_path*1e9:.2f} nm; wall: {wall*1e9:.2f} nm")
print(f"wall-limited matrix conductivity: {kappa1_wall:.3f} {K}")
print(f"bounds with wall scattering: {wall_bounds[0]:.5f} "
      f"to {wall_bounds[1]:.4f} {K}")
print(f"film contact resistance, each side (rough): {contact:.0e} m2 K/W")
print(f"two contacts / film resistance at upper bound: "
      f"{100*contact_share:.1f} %")
print(f"adsorbed water: {100*water:.0f} vol %, eps {eps_water:.0f}, "
      f"film eps rise {eps_rise:.3f}")
print(f"upper bound after removing that rise: {dry_upper:.4f} {K}")
print(f"400 K: matrix {kappa1_hot:.2f} {K} (rough), "
      f"upper bound {hot_upper:.4f} {K}")
print("checks complete")
```

Running it gives:

```
voxel composites tested: 8, voxels each: 125
largest field-versus-spectrum difference in f: 2.2e-15
voxel interval / Hashin-Shtrikman interval, range: 0.081 to 0.877
largest linear-program-versus-formula difference: 1.8e-08
inputs: eps1 4.0, eps2 1.0, film eps 2.45, p 0.4
matrix conductivity: 1.3 W/(m K); temperature: 300 K
pore size: 3.0 nm; film: 200 nm
bulk air conductivity (rough): 0.026 W/(m K)
gas molecule diameter (rough): 0.37 nm; slip factor: 1.5
gas mean free path: 67.2 nm; Knudsen: 22.4
pore conductivity kappa2: 3.812e-04 W/(m K)
contrasts: h_e 0.2500, h_k 2.932e-04
f_e: 0.6125; y_e: 0.9929; x=y_e/2: 0.4964
atom w of the curve bound: 0.3381
y_k/2: curve 8.667e-04, chord 0.3288
permittivity window at this p: 2.2857 to 2.5882
Wiener, p alone: 0.00095 to 0.7802 W/(m K)
direction, p and eps: 0.00321 to 0.5563 W/(m K)
Hashin-Shtrikman, p and isotropy: 0.00209 to 0.6502 W/(m K)
isotropic, p and eps: 0.00431 to 0.4853 W/(m K)
upper bound lowered: direction 28.7 %, isotropic 25.4 %
interval width lowered, isotropic: 25.8 %
f bounds at h_k=0: 0.0000 to 0.3730
matrix-outside spheres: core fraction 0.1741, kappa 0.4309 W/(m K)
pore-outside spheres: core fraction 0.1873, kappa 0.00459 W/(m K)
input errors: eps +/- 0.02, p +/- 0.01
upper bound over input errors: 0.3994 to 0.5457 W/(m K)
bounds with bulk air in pores: 0.2206 to 0.5170 W/(m K)
far-field radiation across pore: 1.84e-08 W/(m K)
radiation gain needed to reach bulk air: 1.42e+06
rough matrix heat capacity: 1.6e+06 J/(m3 K); sound speed: 4100 m/s
phonon path: 0.59 nm; wall: 4.50 nm
wall-limited matrix conductivity: 1.148 W/(m K)
bounds with wall scattering: 0.00431 to 0.4288 W/(m K)
film contact resistance, each side (rough): 1e-08 m2 K/W
two contacts / film resistance at upper bound: 4.9 %
adsorbed water: 1 vol %, eps 80, film eps rise 0.067
upper bound after removing that rise: 0.3511 W/(m K)
400 K: matrix 1.43 W/(m K) (rough), upper bound 0.5338 W/(m K)
checks complete
```
